# Why a gate field gives monolayer MoS2 no linear Stark shift

**Question.** A perpendicular gate field pushes electron levels on one face of a monolayer up and those on the other face down. Why does the gap at the K point of freestanding monolayer MoS2 nevertheless have no shift linear in this field, and what must hold for that to be true?

**Answer.**

### The mechanism

The sheet has a plane of molybdenum at $z=0$ and planes of sulphur at $z=\pm d$. Reflection in the molybdenum plane exchanges the two sulphur planes. A nondegenerate band state must therefore carry equal weight on both. When a field raises the upper sulphur levels and lowers the lower ones by the same amount, the two first-order contributions to the energy of that state cancel. This happens separately at the conduction edge and at the valence edge, so it does not rely on the two edges shifting together.

The argument assumes a flat, neutral sheet with the same surroundings on both sides, in a uniform field such as that between two balanced gates. A single gate that charges the channel is treated below.

### From the mirror to the energy

Let $F$ be the field strength, with its sign chosen so that an electron has potential energy $+eFz$, where $e>0$. At in-plane wavevector $\mathbf k$,

$$H(\mathbf k,F)=H_0(\mathbf k)+eFz .$$

The sheet is finite along $z$, so matrix elements of $z$ between its bound states are well defined.

Let $M$ be the horizontal mirror, $z\to-z$. It leaves $\mathbf k$ unchanged because $\mathbf k$ lies in the mirror plane. On spin, which is an axial vector, it acts as $\sigma_z$ up to a phase: $\sigma_z$ is kept while $\sigma_x$ and $\sigma_y$ change sign. Orbital angular momentum transforms in the same way, so spin-orbit coupling respects the mirror too. Hence

$$MH_0(\mathbf k)M^{-1}=H_0(\mathbf k),\qquad MzM^{-1}=-z .$$

Adding the two parts gives

$$MH(\mathbf k,F)M^{-1}=H_0(\mathbf k)-eFz=H(\mathbf k,-F).$$

Operators related by a unitary transformation have the same eigenvalues, so $E_n(\mathbf k,F)=E_n(\mathbf k,-F)$ when levels are numbered by energy.

An even function can still have a kink, as $|F|$ does. To exclude one, take a nondegenerate state $|n\rangle$ of $H_0$. Since $M$ commutes with $H_0$, $M|n\rangle$ has the same energy and must be a multiple of $|n\rangle$. With the phase chosen so that $M^2=1$, we have $M|n\rangle=\mu_n|n\rangle$ and $\mu_n=\pm1$. For any two such states,

$$\langle m|z|n\rangle=-\langle m|M^{-1}zM|n\rangle=-\mu_m\mu_n\langle m|z|n\rangle .$$

The element vanishes unless $\mu_m\mu_n=-1$. For $m=n$ the product is $+1$, so $\langle n|z|n\rangle=0$. First-order perturbation theory then gives

$$\left.\frac{dE_n}{dF}\right|_{0}=e\langle n|z|n\rangle=0 .$$

At K, spin-orbit coupling separates the spin partners, so this result applies to each band edge. The linear term of the gap, $E_g=E_c-E_v$, is zero.

### The term that survives

Write the perturbed state as $|n\rangle+F|n_1\rangle+\dots$, with $|n_1\rangle$ orthogonal to $|n\rangle$. The terms of first order in $F$ in the eigenvalue equation are

$$(H_0-E_n)|n_1\rangle=-ez|n\rangle ,$$

because the first-order energy is zero. Projecting on another state $|m\rangle$ gives

$$\langle m|n_1\rangle=\frac{e\langle m|z|n\rangle}{E_n-E_m}.$$

The second-order terms projected on $\langle n|$ give the energy $F^2e\langle n|z|n_1\rangle$. Inserting the expansion of $|n_1\rangle$,

$$\Delta E_n=e^2F^2\sum_{m\ne n}\frac{|\langle m|z|n\rangle|^2}{E_n-E_m}+O(F^4).$$

Only states of opposite mirror parity contribute. The field first has to polarize the state by mixing in such partners; it then acts on the dipole it has induced. That is why two powers of $F$ appear.

### Why nondegeneracy matters

On the line from $\Gamma$ to M there is also a vertical mirror $M_v$ that contains $\mathbf k$. The two mirrors act on spin through perpendicular Pauli matrices, so they anticommute. If $M|n\rangle=\mu|n\rangle$, then

$$M(M_v|n\rangle)=-M_vM|n\rangle=-\mu(M_v|n\rangle).$$

The two states have equal energy and opposite parity. Within this pair the diagonal elements of $z$ vanish, but an off-diagonal element $\zeta$ is allowed. The field matrix is

$$eF\begin{pmatrix}0&\zeta\\ \zeta^*&0\end{pmatrix},$$

with eigenvalues $\pm e|F||\zeta|$. The spectrum is even in $F$, yet the splitting is linear in $|F|$.

At K the pair is already split, and a further symmetry applies. The threefold rotation $C_3$ leaves $z$ unchanged. If two states have rotation eigenvalues $\lambda$ and $\lambda'$, then

$$\langle m|z|n\rangle=\langle m|C_3^{-1}zC_3|n\rangle=\lambda'^*\lambda\langle m|z|n\rangle ,$$

so $z$ connects them only if $\lambda=\lambda'$. The conduction spin partners share an orbital character but have opposite spin. Their angular momenta differ by one unit, so their eigenvalues differ by a factor $e^{\pm2\pi i/3}$, and $z$ does not connect them. Their small separation therefore does not enter as a small denominator in the quadratic shift.

### Screening and channel charge

Electrons rearrange in the field. In a mean-field description, reflecting a self-consistent density and potential found at $F$ gives a self-consistent solution at $-F$. On the branch that grows smoothly from the symmetric zero-field state, the induced potential is thus odd in $z$ at first order in $F$. Its expectation value in either edge state vanishes for the same reason as that of $z$. Screening changes the quadratic coefficient but creates no linear term.

A single gate can do something else as well: if the sheet is contacted and the gate voltage is large enough to bring in carriers, it charges the sheet. Place the gate below, in vacuum, with field $F_g$ between it and the sheet and no field above. If the channel charge lies in the molybdenum plane, the electron energy is $eF_gz$ for $z<0$ and zero for $z>0$:

$$U(z)=\tfrac12eF_gz-\tfrac12eF_g|z| .$$

The first part is odd and gives no linear shift. The second is even and lowers both sulphur planes by $eF_gd/2$ relative to molybdenum. If the edges have sulphur weights $w_c$ and $w_v$, first-order perturbation theory gives

$$\Delta E_g^{\rm charge}=-\tfrac12eF_gd\,(w_c-w_v).$$

This shift is linear in gate field, but it comes from channel charge. It is the same for a gate above or below, and changes sign when the channel holds holes instead of electrons.

### A numerical case

Take a tight-binding model with five d orbitals on Mo and three p orbitals on each S. The lattice constant is 0.32 nm and $d=0.16$ nm. On-site energies are 0 eV for $d_{z^2}$, $-0.6$ eV for the other d orbitals and $-3.0$ eV for p. The two-centre hoppings, in eV, are $(pd\sigma,pd\pi)=(2.5,-1.2)$, $(dd\sigma,dd\pi,dd\delta)=(-0.8,0.3,0)$ and $(pp\sigma,pp\pi)=(0.8,-0.2)$. They join nearest Mo–S, Mo–Mo and in-plane S–S neighbours, and the two S atoms above one another. Atomic spin-orbit strengths are 0.08 eV for Mo and 0.05 eV for S. These are round parameters, and the operator $z$ is represented by the heights of the atomic planes.

Diagonalization at K gives a gap of 1.85 eV, with $w_c=0.184$ and $w_v=0.033$. Let the field acting on the electrons be 2 MV/cm, or 0.2 V/nm. Moving an electron from the central plane to a sulphur plane would then change its energy by

$$eFd=0.2\times0.16\ \text{eV}=32\ \text{meV}.$$

The gap changes by only 0.031 meV, about a thousandth of this, and the second-order sum gives the same value.

For contrast, increase the Mo–S hopping to the upper sulphur plane by 10%, with everything else fixed. The edge dipoles no longer vanish, and the gap acquires a slope of $0.0034\,e\,$nm. At the same field the linear shift is $0.0034\times0.2$ eV, or 0.68 meV, some twenty times the quadratic shift of the symmetric sheet.

Halfway from $\Gamma$ to M, the highest valence pair of the symmetric sheet splits by 0.33 meV at 2 MV/cm and by 0.66 meV at 4 MV/cm, the doubling expected of $|F|$.

If 2 MV/cm is instead the applied field, screening can be estimated by treating the three atomic planes as charged sheets and solving for their Hartree potentials. The energy difference between the sulphur planes falls by a factor of 12, and the gap shift becomes about $+0.1$ μeV. Reducing the field alone would give $31/12^2\approx0.2$ μeV. The remaining $-0.1$ μeV comes from the mirror-even potential induced at order $F^2$, the other contribution of that order in this model.

For a single gate at 2 MV/cm, the sheet charge is $\varepsilon_0F_g=0.18$ μC/cm², or $1.1\times10^{12}$ electrons/cm². Without screening by the layer,

$$\Delta E_g^{\rm charge}=-\tfrac12(32\ \text{meV})(0.184-0.033)=-2.4\ \text{meV}.$$

The charge term is far larger than the Stark term, although both arise at the same gate field. Screening by the layer reduces both: in the three-plane Hartree estimate the charge term falls to about $-0.27$ meV. Placing the carriers on the planes according to their K-state weights, instead of wholly on molybdenum, changes the unscreened value to $-2.0$ meV for electrons and $+2.3$ meV for holes.

### The model beside real MoS2

The model gap at K is close to the optical gap of roughly 1.9 eV; the quasiparticle gap of a freestanding sheet is larger. The round parameters also put the model's highest valence state about 0.3 eV above the K edge and its lowest conduction state about 0.4 eV below the K edge, elsewhere in the zone. The model's fundamental gap is thus only about 1.1 eV and its smallest direct gap about 1.2 eV, whereas in real monolayer MoS2 the direct gap is at K. The model's K states therefore represent the real band edges in symmetry and main orbital character, not in their energy relative to the rest of the zone. The model's conduction spin splitting, 10 meV, is also larger than the few meV expected. The screening factor belongs to thin charged planes in a small basis and is not a material dielectric constant. Nor is the quadratic coefficient a prediction. Mixing of Mo $d_{z^2}$ with a p orbital is left out; with a radial dipole length of 0.1 nm, the angular factor $2/\sqrt{15}$ between $d_{z^2}$ and $p_z$, and an energy separation of 5 eV, it would contribute about $(0.2\times0.1\times2/\sqrt{15})^2/5$ eV, or 0.02 meV, in magnitude at an unscreened 2 MV/cm. Taken alone, it lowers the gap if the p level lies above the conduction edge and raises it if the level lies below. If that level also mixes with the sulphur orbitals, cross terms can change the size of the contribution and even its sign. This is comparable with the shift found. The sulphur weights are model values too, so the sign and size of the charge shift are not predictions for real MoS2. The zero slope survives such changes as long as the mirror holds and the edges stay nondegenerate.

Real devices often break the mirror with a substrate or unequal dielectrics. The 0.68 meV above illustrates the effect but does not describe a particular interface. Channel charge also alters the gap through exchange. With Fermi wavevector $k_F$ and a rough screening length $r_0=4$ nm, the scale $e^2k_F/[4\pi\varepsilon_0(1+r_0k_F)]$ is about 150 meV for the density above. This is a crude scale for a degenerate gas at low temperature, not a calculated gap shift. For a mass of 0.5 electron masses and fourfold degeneracy the Fermi energy is about 3 meV. This is comparable with the conduction spin splitting, so at low temperature mainly the lower spin band may fill, which raises it to about 5 meV. Either value is well below the thermal energy of 26 meV at 300 K. At room temperature the carriers therefore spread over larger wavevectors, and exchange is much weaker: with fourfold degeneracy, the screened exchange integral at the band bottom falls from about 200 meV at zero temperature to about 40 meV.

A suspended, charged sheet is also pulled towards its gate. The pressure $\varepsilon_0F_g^2/2$ is about 1300 Torr. Treat a drum of radius $R=500$ nm without initial tension as a shallow spherical cap of height $h$. Its strain is $2h^2/(3R^2)$, and balancing the pressure $P$ against the tension gives $h^3=3(1-\nu)PR^4/(8Y)$. With stiffness $Y=180$ N/m and Poisson ratio $\nu=0.25$, the strain is 0.18%; the full membrane equations give 0.20% at the centre. At a rough 0.1 eV per percent, the gap moves by some 18 meV. In this estimate strain varies as $F_g^{4/3}$, so it too has zero slope at zero field, but at 2 MV/cm it can hide the Stark shift. A measurement of the Stark term is therefore cleanest with balanced gates, a neutral channel and closely matched faces. If the faces differ slightly, averaging the gap over $+F$ and $-F$ removes the linear part. Even then the signal is small against typical optical linewidths of a few meV or more, so the line centre must be located to a small fraction of its width. The 0.031 meV found here is a model value and does not set the size or sign to expect. Optics also measures the exciton rather than the bare gap, and dual-gated encapsulated monolayers have been reported to show a quadratic red shift of the exciton below 1 meV at fields of this order.
